\section*{Bose Occupation and Emission-to-Absorption Ratio of a 48 meV Phonon}

\section*{Question}

I am trying to understand phonon-limited mobility in a two-dimensional channel, and I am stuck at what should be the easy part. The exercise says: find the Bose occupation of a phonon of energy $0.048$ eV (48 meV) at 300 K, and find the ratio of its emission and absorption factors.

I have two estimates of the occupation, and they disagree. Classical equipartition suggests thermal energy divided by phonon energy, which is about 0.54. A Boltzmann factor gives about 0.16. Which one should I use, if either?

I also don't see why emission carries a factor $N+1$ while absorption carries $N$. And once I have the ratio, does it mean that an electron in the channel emits phonons that many times more often than it absorbs them? That seems odd for a system in equilibrium.

\section*{Answer}

Neither estimate is good here, because the phonon energy is neither small nor large compared with the thermal energy. The full Bose formula is needed, and it takes only a geometric sum to derive. Your suspicion about the rates is also justified: the ratio of the factors is one ingredient of the ratio of rates, and the two are different quantities.

I use atomic units in the algebra, so $\hbar=1$ and a phonon of angular frequency $\omega$ has energy $\omega$. I keep Boltzmann's constant $k_B$ and define
\begin{equation}
x=\frac{\omega}{k_BT}.
\end{equation}

\subsection*{The mean number of phonons}

Treat the vibration as a harmonic oscillator in equilibrium with a lattice at temperature $T$. Its levels are $(n+\tfrac12)\omega$ with $n=0,1,2,\dots$, and $n$ is the number of phonons in the mode. The zero-point energy $\omega/2$ is common to all levels and cancels from the probabilities. Phonons can be created and destroyed freely, so no chemical potential appears. The probability of $n$ phonons is therefore
\begin{equation}
p_n=\frac{e^{-nx}}{Z},\qquad
Z=\sum_{n=0}^{\infty}e^{-nx}=\frac{1}{1-e^{-x}} .
\end{equation}
The sum is a geometric series, which converges because $e^{-x}<1$.

Differentiating $e^{-nx}$ with respect to $x$ brings down a factor $-n$, so the mean number is
\begin{align}
N=\sum_n n\,p_n&=-\frac{1}{Z}\frac{dZ}{dx}
=(1-e^{-x})\,\frac{e^{-x}}{(1-e^{-x})^2}\nonumber\\
&=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^{x}-1}.
\label{eq:bose}
\end{align}
The last step multiplies numerator and denominator by $e^x$.

\subsection*{Why emission has the extra one}

An electron feels the vibration through the displacement $u$ of the atoms. To first order in $u$, the interaction is proportional to
\begin{equation}
u=\frac{1}{\sqrt{2M\omega}}\,(a+a^\dagger),\qquad [a,a^\dagger]=1,
\end{equation}
where $M$ is the mass of the oscillator and $a^\dagger a|n\rangle=n|n\rangle$. The operator $a$ removes one phonon, since
\begin{equation}
a^\dagger a\,(a|n\rangle)=(aa^\dagger-1)\,a|n\rangle
=a\,(a^\dagger a-1)|n\rangle=(n-1)\,a|n\rangle .
\end{equation}
The same argument with $a^\dagger$ shows that it adds one. The squared lengths of the resulting vectors are the squared matrix elements:
\begin{align}
|\langle n-1|a|n\rangle|^2&=\langle n|a^\dagger a|n\rangle=n,\\
|\langle n+1|a^\dagger|n\rangle|^2&=\langle n|aa^\dagger|n\rangle
=\langle n|a^\dagger a+1|n\rangle=n+1 .
\end{align}

Fermi's golden rule makes each rate proportional to a squared matrix element. Averaging over the thermal probabilities gives
\begin{align}
\text{absorption factor}&=\sum_n p_n\,n=N,\\
\text{emission factor}&=\sum_n p_n\,(n+1)=N+1 .
\end{align}
The part $N$ of the emission factor is stimulated emission, which grows with the number of phonons already present. The part 1 is spontaneous emission. It survives when the mode is in its ground state, from which nothing can be absorbed.

In a crystal, the two processes at a given momentum transfer involve modes of opposite wave vector. Time-reversal symmetry gives these modes the same frequency, so the same $N$ applies to both.

For the ratio, add one to Eq.~\eqref{eq:bose}:
\begin{equation}
N+1=\frac{1+(e^x-1)}{e^x-1}=\frac{e^x}{e^x-1}
\quad\Longrightarrow\quad
\frac{N+1}{N}=e^x .
\label{eq:ratio}
\end{equation}

\subsection*{The numbers}

At 300 K the thermal energy is
\begin{equation}
k_BT=(8.617333\times10^{-5}\ \text{eV/K})(300\ \text{K})=0.025852\ \text{eV},
\end{equation}
and therefore
\begin{equation}
x=\frac{0.048}{0.025852}=1.8567,\qquad e^x=6.4027 .
\end{equation}
The occupation and the ratio follow:
\begin{equation}
N=\frac{1}{6.4027-1}=0.185,\qquad
\frac{N+1}{N}=\frac{1.1851}{0.1851}=6.40 .
\end{equation}

An occupation of 0.185 is a mean over time or over many equivalent modes. The mode holds no phonon with probability $p_0=1-e^{-x}=0.844$, one phonon with probability 0.132, and two with probability 0.021. Spontaneous emission makes up the fraction $1/(N+1)=1-e^{-x}$ of the emission factor, which is 84\%. At this temperature most of the emission strength does not depend on phonons being there already.

\subsection*{What went wrong with the two estimates}

Your estimates are the two limits of Eq.~\eqref{eq:bose}. For small $x$, expand the exponential:
\begin{align}
N&=\frac{1}{x\left(1+\frac{x}{2}+\frac{x^2}{6}+\dots\right)}
=\frac1x\left[1-\frac x2+\left(\frac{x^2}{4}-\frac{x^2}{6}\right)+\dots\right]\nonumber\\
&=\frac1x-\frac12+\frac{x}{12}+\dots
\end{align}
Equipartition keeps the first term, $1/x=0.539$, which is 2.9 times the Bose value. The neglected $-\tfrac12$ is nearly as large as the term kept. With all three terms the result is $0.5386-0.5+0.1547=0.193$, about 4\% above the Bose value.

For large $x$, the denominator in $N=e^{-x}/(1-e^{-x})$ approaches one, and $N\approx e^{-x}$. The error relative to the Bose value is
\begin{equation}
\frac{e^{-x}}{N}-1=e^{-x}(e^x-1)-1=-e^{-x}.
\end{equation}
Here the estimate is $e^{-x}=0.156$, which is 15.6\% too low.

The ratio has instructive limits too. As $T\to0$, $N$ vanishes and the emission factor tends to 1, so the ratio grows without bound: a cold lattice can receive energy but has none to give. At high temperature the ratio approaches 1, because stimulated emission and absorption have equal strength and the single spontaneous unit becomes unimportant beside them.

\subsection*{From factors to scattering rates}

A rate also depends on the available final states. Take one parabolic band with $E=k^2/(2m)$, where $m$ is the effective mass. In a sheet of area $A$, the number of states with energy below $E$, for one spin and one valley, is the area of a disc in wave-vector space times the density of allowed wave vectors:
\begin{equation}
\frac{A}{(2\pi)^2}\,\pi k^2=\frac{A}{4\pi}\,2mE=\frac{AmE}{2\pi}.
\end{equation}
Its derivative with respect to $E$, per unit area, is the density of states $m/(2\pi)$. It is constant for $E>0$ and zero below the band edge.

Suppose that the squared electron--phonon coupling is $C^2/A$, independent of momentum transfer, that the phonon energy is the same for all wave vectors, and that final states are empty. With spin and valley conserved, the golden rule gives
\begin{align}
W_{\rm abs}(E)&=2\pi C^2N\,\frac{m}{2\pi}=KN,\\
W_{\rm em}(E)&=K(N+1)\,\Theta(E-\omega),\qquad K=mC^2 .
\end{align}
The step function $\Theta$ is one for positive argument and zero for negative argument. It says that an electron cannot emit more energy than it has above the band edge.

An electron at 0.030 eV can therefore absorb this phonon but cannot emit it: its emission-to-absorption rate ratio is zero. An electron at 0.100 eV can do both, and in this model its rate ratio is 6.40. Its total scattering rate is $K(2N+1)=1.370\,K$, compared with $0.185\,K$ below threshold. Crossing the threshold thus raises the scattering rate from this mode by a factor
\begin{equation}
\frac{2N+1}{N}=7.40 .
\end{equation}
This is why an optical phonon can matter much more for energetic electrons than for those near the band edge.

\subsection*{Why equilibrium is not violated}

In a dilute electron gas, the constant density of states makes the distribution of kinetic energies a simple exponential. The fraction of electrons able to emit is
\begin{equation}
\int_\omega^\infty \frac{dE}{k_BT}\,e^{-E/k_BT}=e^{-x}=0.156 .
\end{equation}
Averaged over all electrons, the emission rate is
\begin{equation}
\langle W_{\rm em}\rangle=K(N+1)e^{-x}=KN=\langle W_{\rm abs}\rangle ,
\end{equation}
where the middle equality is Eq.~\eqref{eq:ratio}. Each electron above threshold emits 6.40 times as often as it absorbs, but fewer than one in six is above threshold. The two effects cancel, and electrons and lattice exchange no net energy.

The balance also holds when the gas is dense enough for the Pauli principle to matter. Let $f(E)$ be the Fermi function with Fermi level $E_F$, so that $f/(1-f)=e^{-(E-E_F)/k_BT}$. Compare emission from $E$ to $E-\omega$ with the reverse absorption:
\begin{equation}
\frac{(N+1)\,f(E)\,[1-f(E-\omega)]}{N\,f(E-\omega)\,[1-f(E)]}
=e^x\,\frac{e^{-(E-E_F)/k_BT}}{e^{-(E-\omega-E_F)/k_BT}}
=e^x e^{-x}=1 .
\end{equation}
The coupling has cancelled because it is the same for a transition and its reverse. Note which processes are paired: the reverse of emission from $E$ is absorption from $E-\omega$. Absorption from $E$ itself leads somewhere else, so equilibrium does not require its rate to equal the emission rate from $E$.

\subsection*{How this compares with a real channel}

The phonon energy is in the range of the optical phonons of monolayer MoS$_2$, and 300 K is an ordinary operating temperature. One assumption that a working transistor can break is that the lattice stays at 300 K. If self-heating brings it to 400 K with the phonon energy held fixed, $N$ rises by 79\% to 0.331, and the factor ratio falls to 4.03. If the current drives the mode out of equilibrium, its occupation must be found separately. For a single mode the ratio of the factors is then still $1+1/N$ with the actual mean occupation, but it is in general no longer $e^x$ at the lattice temperature. A current can also populate modes of opposite wave vector unequally. Emission and absorption at a given momentum transfer then need separate occupations.

The phonon energy is not exactly fixed either. Real modes disperse with wave vector and shift through anharmonicity. Since
\begin{equation}
\frac{dN}{dx}=-\frac{e^x}{(e^x-1)^2}=-N(N+1),
\end{equation}
a small shift $\delta\omega$ at fixed temperature changes $N$ by the relative amount $-(N+1)\,\delta\omega/k_BT$, and the ratio by $\delta\omega/k_BT$. For an illustrative shift of $+0.001$ eV, the full formula gives $-4.5\%$ for $N$ and $+3.9\%$ for the ratio. Shifts of up to 0.001 eV in either direction put $N$ between 0.177 and 0.194 and the ratio between 6.16 and 6.66, so an uncertainty of this size already moves the second digit: $N$ is fixed only to about $0.185\pm0.009$ and the ratio to about $6.4\pm0.25$.

\subsection*{Two corrections to the rates}

The first is the filling of the band. At fixed phonon energy it leaves $N$ unchanged but alters how many electrons can emit. Rough typical values for MoS$_2$ are a mass of 0.5 free-electron masses and a spin--valley degeneracy $g=4$. I take a sheet density $n=5\times10^{12}$ cm$^{-2}$. Integrating the Fermi function over the constant density of states gives
\begin{equation}
n=n_0\ln\!\left(1+e^{E_F/k_BT}\right),\qquad
n_0=\frac{g\,m\,k_BT}{2\pi}=1.08\times10^{13}\ \text{cm}^{-2},
\end{equation}
with $E_F$ measured from the band edge. Solving for the Fermi level,
\begin{equation}
E_F=k_BT\ln\!\left(e^{n/n_0}-1\right)=-0.0137\ \text{eV}.
\end{equation}
Starting the same integral at $\omega$ instead of zero gives the fraction above threshold:
\begin{equation}
\frac{\ln\!\left(1+e^{E_F/k_BT-x}\right)}{\ln\!\left(1+e^{E_F/k_BT}\right)}=0.190 ,
\end{equation}
compared with 0.156 for the dilute gas. Multiplying 0.190 by $N+1$ gives more than $N$, but this signals no imbalance. Some final states are now occupied, and the blocking factors restore the equality shown above. The same factors change the earlier numbers. For an electron at 0.100 eV the rate ratio becomes $6.40\,[1-f(0.052)]/[1-f(0.148)]=5.95$, with energies in eV. States at the band edge are occupied with probability $f(0)=0.37$, so the step at threshold falls from 7.40 to $1+6.40\,[1-f(0)]/[1-f(2\omega)]=5.1$.

The second correction concerns polar optical phonons, whose electric field makes the coupling depend on the momentum transfer $q$. A simple form for a thin layer is a squared coupling proportional to $1/(1+rq)^2$, where $r$ is a screening length set by the polarizability of the layer. This form describes a free-standing layer with almost no carriers: it leaves out the surrounding dielectric and the screening by free carriers. For an electron that goes from wave vector $k$ to $k'$ through an angle $\theta$,
\begin{equation}
q^2=k^2+k'^2-2kk'\cos\theta .
\end{equation}
I averaged the squared coupling over $\theta$ by numerical quadrature, for an electron at 0.100 eV, the same mass, and a rough value $r=40$ angstrom. The average for emission is 1.14 times that for absorption, so in the nearly empty layer the rate ratio becomes $6.40\times1.14\approx7.3$. This figure does not carry over to the density used above. At $5\times10^{12}$ cm$^{-2}$, screening by the carriers in the random-phase approximation suppresses the small-$q$ coupling, lowers the emission average about sevenfold, and turns the factor 1.14 into about 0.97 for the free-standing layer. The ratio of the phonon factors remains 6.40.

The difference between the two averages disappears in two limits. If $rq\ll1$ throughout, the coupling is constant and the two averages are equal. If $rq\gg1$ throughout, the squared coupling is proportional to $1/q^2$, and the standard integral of $1/(a-b\cos\theta)$ gives
\begin{equation}
\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{q^2}
=\frac{1}{\sqrt{(k^2+k'^2)^2-4k^2k'^2}}
=\frac{1}{|k^2-k'^2|}=\frac{1}{2m\omega}.
\end{equation}
Both processes change the electron energy by $\omega$, so the averages are again equal. The 14\% difference belongs to the intermediate range of $rq$.

None of these ratios is a mobility. For a phonon-limited mobility you would also need the absolute coupling strengths, the other phonon modes, scattering into other valleys, and the extent to which each collision turns the electron's momentum. The mobility of a real channel can also be limited by impurities. What this exercise supplies is the temperature-dependent weight of a one-phonon process, which must be evaluated at the energy of the phonon involved.

Numerical values quoted here were computed with a short program.
